# Schottky ambipolar diffusion and ionization balance in a finite cylinder

A global model of a discharge needs a wall-loss frequency before it can give an electron temperature. For a cylindrical chamber one must decide whether the side wall alone is enough, or whether the end plates must be counted too. In the diffusion regime the theorem below settles this: the losses add as inverse squares of the dimensions, and their sum is the ionization frequency that the plasma must supply.

## Assumptions

The plasma fills $0\le r<R$, $0<z<L$. SI units are used. Temperatures are energies in eV, and $T$ read in volts enters the Einstein relation $D=\mu T$.

1. There are electrons and one kind of singly charged positive ion, with equal densities $n$.
2. The gas is at rest and there is no magnetic field. Both species obey drift-diffusion laws with uniform mobilities $\mu_e,\mu_i>0$ and diffusion coefficients $D_e,D_i>0$.
3. Each electron ionizes at the uniform frequency $\nu$. There is no loss in the volume.
4. The density vanishes on all walls, and its first derivatives are continuous up to them.

The last condition idealizes a wall that removes particles much faster than diffusion supplies them. A finite exit speed is treated below.

## Lemma 1: the ambipolar equation

Under assumptions 1 to 3, for any electric field $\mathbf E$,

$$\frac{\partial n}{\partial t}=D_a\nabla^2 n+\nu n,\qquad D_a=\frac{\mu_iD_e+\mu_eD_i}{\mu_i+\mu_e}.$$

**Proof.** Electrons drift against the field and ions along it:

$$\Gamma_e=-D_e\nabla n-\mu_e n\mathbf E,\qquad \Gamma_i=-D_i\nabla n+\mu_i n\mathbf E.$$

Each ionization makes one particle of each kind, so both fluxes obey $\partial n/\partial t+\nabla\cdot\Gamma=\nu n$. Multiply the electron equation by $\mu_i$ and the ion equation by $\mu_e$:

$$\mu_i\frac{\partial n}{\partial t}-\mu_iD_e\nabla^2n-\mu_i\mu_e\nabla\cdot(n\mathbf E)=\mu_i\nu n,$$
$$\mu_e\frac{\partial n}{\partial t}-\mu_eD_i\nabla^2n+\mu_e\mu_i\nabla\cdot(n\mathbf E)=\mu_e\nu n.$$

In the sum the field terms cancel. Division by $\mu_i+\mu_e$ gives the result. ∎

The two fluxes need not be equal at each point: a circulating current leaves the density equation unchanged. If no current flows locally, however, $\Gamma_e=\Gamma_i$ gives

$$\mathbf E=-\frac{D_e-D_i}{\mu_e+\mu_i}\,\frac{\nabla n}{n}.$$

Inserting this in the ion flux,

$$\Gamma_i=-\frac{D_i(\mu_e+\mu_i)+\mu_i(D_e-D_i)}{\mu_e+\mu_i}\nabla n=-D_a\nabla n.$$

For $D_e>D_i$ the field points towards lower density. It holds electrons back and pulls ions out. With the Einstein relations,

$$D_a=\frac{\mu_e\mu_i(T_e+T_i)}{\mu_e+\mu_i},$$

which tends to $\mu_i(T_e+T_i)$ for $\mu_e\gg\mu_i$: the ions set the mobility, and the electrons supply most of the pressure when $T_e\gg T_i$.

## Lemma 2: when equal densities are justified

Consider small disturbances $n_e',n_i'$ of wavenumber $k$ on a uniform, field-free plasma of density $n_0$, without ionization. Poisson's equation is $\nabla\cdot\mathbf E'=e(n_i'-n_e')/\varepsilon_0$. Let $\omega_e=\mu_een_0/\varepsilon_0$ and $\omega_i=\mu_ien_0/\varepsilon_0$. To first order in the disturbance,

$$\dot n_e'=-(D_ek^2+\omega_e)n_e'+\omega_en_i',\qquad \dot n_i'=\omega_in_e'-(D_ik^2+\omega_i)n_i'.$$

Solutions proportional to $e^{-\gamma t}$ require $\gamma^2-S\gamma+P=0$, with

$$S=(D_e+D_i)k^2+\omega_e+\omega_i,$$
$$P=(D_ek^2+\omega_e)(D_ik^2+\omega_i)-\omega_e\omega_i=D_eD_ik^4+k^2(D_e\omega_i+D_i\omega_e).$$

The Debye length satisfies $\lambda_D^2=\varepsilon_0T_e/(en_0)=D_e/\omega_e$. If $k\lambda_D\ll1$ and $T_i\le T_e$, the terms $D_ek^2$ and $D_ik^2$ are small beside $\omega_e$ and $\omega_i$ respectively. Then $P\ll S^2$, and the smaller root is

$$\gamma\simeq\frac PS\simeq k^2\,\frac{D_e\omega_i+D_i\omega_e}{\omega_e+\omega_i}=D_ak^2.$$

The other root, near $\omega_e+\omega_i$, is the fast removal of space charge. In the opposite limit $n_0\to0$ the equations decouple and the species diffuse freely, at rates $D_ek^2$ and $D_ik^2$. Ambipolar loss therefore cannot be used for the first electrons of a breakdown.

## Theorem

Let $j=2.4048\ldots$ be the first positive zero of the Bessel function $J_0$, and let

$$\psi=J_0\!\left(\frac{jr}{R}\right)\sin\frac{\pi z}{L},\qquad \frac1{\Lambda^2}=\left(\frac jR\right)^2+\left(\frac\pi L\right)^2.$$

Under assumptions 1 to 4, a steady density that is nonnegative and not identically zero exists if and only if

$$\boxed{\nu=D_a\left[\left(\frac{j}{R}\right)^2+\left(\frac{\pi}{L}\right)^2\right]}$$

and it then has the form $n=n_0\psi$ with $n_0>0$.

**Existence.** Put $n=f(r)g(z)$ into $D_a\nabla^2n+\nu n=0$ and divide by $D_afg$:

$$\frac{f''+f'/r}{f}+\frac{g''}{g}=-\frac{\nu}{D_a}.$$

The first term depends on $r$ alone and the second on $z$ alone, so each is constant. A function $g$ that vanishes at both ends and is positive between them is $\sin(\pi z/L)$, with $g''/g=-(\pi/L)^2$. Write the radial constant as $-k_r^2$ and let $x=k_rr$. Then $f''+f'/x+f=0$, with primes now denoting derivatives in $x$. For a series $f=\sum_m a_mx^{2m}$,

$$f''+\frac{f'}x=\sum_{m\ge1}[2m(2m-1)+2m]a_mx^{2m-2}=\sum_{m\ge1}4m^2a_mx^{2m-2}.$$

Matching powers gives $a_m=-a_{m-1}/(4m^2)$. With $a_0=1$,

$$f=J_0(x)=\sum_{m=0}^\infty\frac{(-1)^m}{(m!)^2}\left(\frac x2\right)^{2m}.$$

The second radial solution is logarithmic at the axis and would represent a line source there, so it is excluded. The density must first vanish at $r=R$, hence $k_rR=j$. A bracketing root search on the series gives $j=2.404826$. Thus $\psi$ is positive inside, vanishes on the walls and obeys $\nabla^2\psi=-\psi/\Lambda^2$.

**Necessity.** For any nonnegative density, steady or not, define $N=\int n\psi\,dV$. Green's identity reads

$$\int(\psi\nabla^2n-n\nabla^2\psi)\,dV=\oint\left(\psi\frac{\partial n}{\partial s}-n\frac{\partial\psi}{\partial s}\right)dA=0,$$

where $s$ is the outward normal coordinate; the surface terms vanish because $n=\psi=0$ there. Lemma 1 then gives

$$\frac{dN}{dt}=D_a\int n\nabla^2\psi\,dV+\nu N=\left(\nu-\frac{D_a}{\Lambda^2}\right)N.$$

If $n$ is not identically zero, $N>0$. A steady state therefore requires $\nu=D_a/\Lambda^2$.

**Shape.** Let $u=\psi w$ vanish near the walls. Expanding the gradient and using the equation for $\psi$,

$$|\nabla u|^2=\psi^2|\nabla w|^2+\nabla\cdot(w^2\psi\nabla\psi)-w^2\psi\nabla^2\psi,$$
$$\int|\nabla u|^2dV-\frac1{\Lambda^2}\int u^2dV=\int\psi^2\left|\nabla\frac u\psi\right|^2dV.$$

Take $u=n-\epsilon$ where $n>\epsilon>0$, and $u=0$ elsewhere. This vanishes near the walls because $n$ does. As $\epsilon\to0$, the left side tends to $\int|\nabla n|^2dV-\Lambda^{-2}\int n^2dV$. That is zero, as one sees by multiplying the steady equation by $n$ and integrating by parts. So $n/\psi$ is constant on each connected region where $n>0$. Such a region cannot end inside the cylinder, since $n$ would have to vanish there while $\psi$ does not. Hence $n=n_0\psi$ throughout. ∎

The identity for $dN/dt$ also shows what an imbalance does. At fixed $\nu$ and $D_a$, the projection $N$ grows as $\exp[(\nu-D_a/\Lambda^2)t]$ if ionization exceeds the eigenvalue, and decays if it falls short. The amplitude $n_0$ stays free because the equation is linear; in a global model the power balance fixes it.

## Corollary: averages and wall shares

Let $J_1=-J_0'$. The radial equation can be written $(xJ_0')'=-xJ_0$, so $\int_0^jxJ_0\,dx=jJ_1(j)$. The radial average of $\psi$ is $2J_1(j)/j$ and the axial average is $2/\pi$, so that

$$\frac{\bar n}{n_0}=\frac{4J_1(j)}{\pi j}=0.275.$$

With no local current, $\Gamma=-D_a\nabla n$. Integrating the radial part of $-D_a\nabla^2n$ over the volume gives the loss to the side wall, and the axial part gives the loss to the ends. These parts are $D_a(j/R)^2n$ and $D_a(\pi/L)^2n$. The side wall therefore takes the fraction $(j/R)^2\Lambda^2$ and the two ends together take $(\pi/L)^2\Lambda^2$.

The shares are equal at $L=\pi R/j\approx1.31R$. For $L\gg R$ the eigenvalue tends to $D_a(j/R)^2$, the long column; for $L\ll R$ it tends to $D_a(\pi/L)^2$, the slab between two plates.

## Closing the balance

Take the model rate $\nu=n_gK_0\exp(-E_{iz}/T_e)$, where $n_g$ is the gas density and $E_{iz}$ the ionization energy. The theorem requires $\nu/D_a=1/\Lambda^2$. At fixed mobilities,

$$\frac{d}{dT_e}\ln\frac{\nu}{D_a}=\frac{E_{iz}}{T_e^2}-\frac1{T_e+T_i}.$$

This is positive for $T_e<E_{iz}$, because then $E_{iz}(T_e+T_i)>T_e^2$. There is thus at most one solution in that range, and it does not depend on $n_0$.

## Worked example

The parameters are illustrative. The rate constants are not fitted to a real gas, so the resulting $T_e$ is not a prediction for argon or any other gas. They are $R=0.05$ m, $L=0.10$ m, $\mu_e=300$ and $\mu_i=1$ m²/(V s), $T_i=0.03$ eV, $n_g=5\times10^{21}$ m⁻³, $K_0=5\times10^{-14}$ m³/s, $E_{iz}=15$ eV, ion mass $M=40$ u and peak density $n_0=10^{16}$ m⁻³. The geometry gives

$$\frac1{\Lambda^2}=2313.27+986.96=3300.23\ \text{m}^{-2},\qquad\Lambda=17.4\ \text{mm}.$$

A bracketing root search on the balance gives $T_e=1.3765$ eV. Then

$$D_a=\frac{300\times1\times(1.3765+0.03)}{301}=1.402\ \text{m}^2/\text{s},$$
$$\nu=1.4018\times3300.2=4626\ \text{s}^{-1}.$$

The mean lifetime of an electron-ion pair is $1/\nu=216$ µs. The side wall takes $2313.3/3300.2=70.1\%$ of the loss and the ends take $29.9\%$. With volume $\pi R^2L=7.854\times10^{-4}$ m³, the total ion loss is

$$4626\times0.27486\times10^{16}\times7.854\times10^{-4}=9.99\times10^{15}\ \text{s}^{-1}.$$

Omitting the end plates would thus lower the loss frequency by 29.9% at fixed $D_a$. The temperature responds much less. The logarithmic derivative above equals $15/1.3765^2-1/1.4065=7.21$ per eV, and $\ln(3300.2/2313.3)=0.355$, so to first order $T_e$ would fall by $0.355/7.21=0.05$ eV. The exponential rate makes $T_e$ a poor witness for the loss model: an acceptable temperature can accompany a substantially wrong particle loss.

For Lemma 2, take $k=1/\Lambda$. The smaller root of the quadratic is $4626$ s⁻¹ at $n_0=10^{16}$ m⁻³, where $\lambda_D=0.087$ mm. At $10^9$ m⁻³ it is only $117$ s⁻¹, 18% above the free ion diffusion rate $D_i/\Lambda^2=99$ s⁻¹.

## Remark: a finite exit speed

Suppose ions leave at the Bohm speed $u_B=\sqrt{eT_e/M}$, so that $-D_a\,\partial n/\partial s=u_Bn$ at the walls. Define $\delta=D_a/u_B$. The positive mode is $J_0(k_rr)\cos[k_z(z-L/2)]$, with

$$k_r\delta J_1(k_rR)=J_0(k_rR),\qquad k_z\delta\tan\frac{k_zL}2=1.$$

For small $\delta$ write $k_rR=j-\epsilon$. Then $J_0(k_rR)\simeq\epsilon J_1(j)$, so $\epsilon\simeq j\delta/R$ and $k_r\simeq j/(R+\delta)$. Likewise write $k_zL/2=\pi/2-\eta$. Then $\tan\eta=k_z\delta$, so $\eta\simeq\pi\delta/L$ and $k_z\simeq\pi/(L+2\delta)$. To first order, the density extrapolates to zero a distance $\delta$ beyond each wall.

Here $u_B=1822$ m/s and $\delta=1.4018/1822=0.77$ mm. Solving the two wavenumber equations by root search gives $k_r^2+k_z^2=3200$ m⁻², which is 3.0% below the zero-density value; the enlarged dimensions give $3201$ m⁻². Solving the particle balance again with this boundary condition moves $T_e$ from $1.3765$ to $1.3722$ eV.

The 3.0% is an estimate within this boundary model, not a bound on the true edge error. The ion collision frequency $e/(M\mu_i)$ and the thermal speed $\sqrt{8eT_i/(\pi M)}=429$ m/s give a mean free path of $0.18$ mm, short beside $\Lambda$. At $r=R/2$ the radial ion velocity $D_ak_rJ_1(j/2)/J_0(j/2)$, with $k_r=j/R$, is $50$ m/s, well below thermal. Close to a wall, though, the zero-density solution falls linearly to zero and its ion velocity is about $D_a/d$ at distance $d$. It reaches the thermal speed at $d=1.4018/429.3=3.3$ mm. With the finite exit speed the density extrapolates to zero a distance $\delta$ behind the wall, so this distance shrinks to about $2.5$ mm, still more than three times $\delta$. Within that layer a constant mobility is no longer justified, and quasineutrality also fails in the sheath at the wall.

The Bohm speed itself presumes a collisionless sheath edge, with a local Debye length well below the ion mean free path. That condition is not met here. The edge density at the side wall is $J_0(k_rR)\,n_0\simeq jJ_1(j)(\delta/R)\,n_0\approx0.019\,n_0$, so the Debye length there is $0.087/\sqrt{0.019}\approx0.63$ mm. This exceeds the mean free path and is comparable with $\delta$. The neglected effects act in opposite directions. A space-charge layer narrows the quasineutral region and raises the required $\nu$, while a mobility that falls with field lowers it. For these parameters each can exceed the 3.0%: one-dimensional drift-diffusion solutions with Poisson's equation, cold ions and a floating wall give about $+6\%$ at constant mobility, and about $-10\%$ for a mobility falling as $(1+E/535\ \text{V/m})^{-1/2}$. Neither the size nor the sign of the true edge correction follows from $\delta$ alone.

The theorem also loses its force if $\nu$ varies in space, or if stepwise ionization or recombination matters. The balance is then no longer linear with constant coefficients. Density-dependent rates, in particular, bring $n_0$ into the condition that fixes $T_e$.

Numerical values quoted here were computed with a short program.
